# Newton fit of a tight-binding donor's core shift using its population: verification in Python

```python
"""Fit of a donor's uniform on-site shift U by Newton iteration.

Result under test: for H(U) = H_host + V_C + U P_d in an orthonormal basis,
dE/dU = p, the population of the donor atom, so U -> U - (E - E_target)/p.
E: donor level; P_d: projector on all donor orbitals; V_C: screened Coulomb
potential on the other atoms. Example: one electron on a +2 core (Se+) in Si.
Host: sp3d5s* nearest-neighbour model, no spin-orbit term. Energies in eV,
lengths in nm. Only fully symmetric (A1) states of the point group are kept.
"""
from itertools import permutations, product
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import LinearOperator, eigsh

LATTICE = 0.5431
EPS_R = 11.7
CORE_CHARGE = 2
TARGET = -0.59
STEP_CAP = 1.5
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9

# Orbital order: s, px, py, pz, dxy, dyz, dzx, dx2-y2, dz2, s*
ONSITE = np.array([-2.15168] + [4.22925] * 3 + [13.78950] * 5 + [19.11650])
Q = np.zeros((5, 3, 3))
for row, (i, j) in enumerate([(0, 1), (1, 2), (2, 0)]):
    Q[row, i, j] = Q[row, j, i] = 1 / np.sqrt(2)
Q[3] = np.diag([1, -1, 0]) / np.sqrt(2)
Q[4] = np.diag([-1, -1, 2]) / np.sqrt(6)


def orbital_rotation(rot):
    """Action of a 3x3 orthogonal matrix on the ten orbitals."""
    out = np.zeros((10, 10))
    out[0, 0] = out[9, 9] = 1
    out[1:4, 1:4] = rot
    out[4:9, 4:9] = np.einsum('iab,ac,jcd,bd->ij', Q, rot, Q, rot)
    return out


def bond_frame_hopping():
    """Two-centre integrals for a bond along +z, first atom to second."""
    t = np.zeros((10, 10))
    t[0, 0], t[9, 9] = -1.95933, -4.24135
    t[0, 9] = t[9, 0] = -1.52230
    for orb, sp, sd in ((0, 3.02562, -2.28485), (9, 3.15565, -0.80993)):
        t[orb, 3], t[3, orb] = sp, -sp
        t[orb, 8] = t[8, orb] = sd
    t[3, 3] = 4.10364
    t[1, 1] = t[2, 2] = -1.51801
    t[3, 8], t[8, 3] = -1.35554, 1.35554
    for p_orb, d_orb in ((1, 6), (2, 5)):
        t[p_orb, d_orb], t[d_orb, p_orb] = 2.38479, -2.38479
    t[8, 8] = -1.68136
    t[5, 5] = t[6, 6] = 2.58880
    t[4, 4] = t[7, 7] = -1.81400
    return t


BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
HOP = []
for bond in BONDS:
    axis = bond / np.sqrt(3)
    side1 = np.cross(axis, [1.0, 0, 0])
    side1 /= np.linalg.norm(side1)
    frame = orbital_rotation(
        np.column_stack([side1, np.cross(axis, side1), axis]))
    HOP.append(frame @ bond_frame_hopping() @ frame.T)
GROUP = [np.diag(s) @ np.eye(3, dtype=int)[list(perm)]
         for perm in permutations(range(3))
         for s in product((1, -1), repeat=3) if np.prod(s) == 1]
ROT = np.array([orbital_rotation(g) for g in GROUP])


def bulk_bands(k):
    """Bulk bands; k in units of 2 pi / lattice constant."""
    phases = np.exp(0.5j * np.pi * (BONDS @ np.asarray(k, float)))
    ab = sum(f * h for f, h in zip(phases, HOP))
    d = np.diag(ONSITE)
    return np.linalg.eigvalsh(np.block([[d, ab], [ab.conj().T, d]]))


def cell_sites(n):
    corners = 4 * np.array(list(product(range(n), repeat=3)))
    fcc = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
    basis = np.vstack([fcc, fcc + 1])
    return ((corners[:, None] + basis).reshape(-1, 3)) % (4 * n)


def site_code(x, side):
    return (x[..., 0] * side + x[..., 1]) * side + x[..., 2]


def coulomb_on_sites(folded):
    r = LATTICE / 4 * np.sqrt((folded ** 2).sum(-1))
    safe = np.where(r > 0, r, 1.0)
    return np.where(r > 0, -CORE_CHARGE * COULOMB / (EPS_R * safe), 0.0)


def reduced_crystal(n):
    """A1 block of an n x n x n periodic cell: host, V_C, shell edges."""
    side = 4 * n
    sites = cell_sites(n)
    own = site_code(sites, side)
    site_of = np.full(side ** 3, -1)
    site_of[own] = np.arange(len(sites))
    images = np.array([site_code((sites @ g.T) % side, side) for g in GROUP])
    to_rep = images.argmin(0)
    folded = np.minimum(sites, side - sites)
    shell = folded.max(1)
    potential = coulomb_on_sites(folded)
    reps = np.flatnonzero(images.min(0) == own)
    reps = reps[np.argsort(shell[reps], kind='stable')]
    local, start, stab_size, pos = {}, {}, {}, 0
    coul, shell_of = [], []
    for r in reps:
        stab = images[:, r] == own[r]
        w, v = np.linalg.eigh(ROT[stab].mean(0))
        local[r], start[r], stab_size[r] = v[:, w > 0.5], pos, stab.sum()
        width = local[r].shape[1]
        pos += width
        coul += [potential[r]] * width
        shell_of += [shell[r]] * width
    rows, cols, vals = [], [], []

    def add(r, q, block):
        i, j = np.indices(block.shape)
        rows.append((i + start[r]).ravel())
        cols.append((j + start[q]).ravel())
        vals.append(block.ravel())

    for r in reps:
        br = local[r]
        add(r, r, br.T @ (ONSITE[:, None] * br))
        sign = 1 if sites[r, 0] % 2 == 0 else -1
        for bond, hop in zip(BONDS, HOP):
            j = site_of[site_code((sites[r] + sign * bond) % side, side)]
            g = to_rep[j]
            q = site_of[images[g, j]]
            h = hop if sign == 1 else hop.T
            scale = np.sqrt(stab_size[q] / stab_size[r])
            add(r, q, scale * (br.T @ h @ ROT[g].T @ local[q]))
    host = coo_matrix((np.concatenate(vals), (np.concatenate(rows),
                      np.concatenate(cols))), shape=(pos, pos)).tocsr()
    assert abs(host - host.T).max() < 1e-9
    edges = np.searchsorted(shell_of, np.arange(max(shell_of) + 2))
    return host, np.array(coul), edges


def donor_diagonal(size, shift):
    d = np.zeros(size)
    d[:2] = shift
    return d


class Donor:
    """Donor level by shell elimination at one fixed reference energy."""

    def __init__(self, n, near_factor=1.0):
        host, self.coul, self.edges = reduced_crystal(n)
        e = self.edges
        self.coul[e[1]:e[2]] *= near_factor
        self.h = (host + diags(self.coul)).tocsr()
        self.size = self.h.shape[0]
        last = len(e) - 2
        self.couple = [self.h[e[k]:e[k + 1], e[k + 1]:e[k + 2]].tocsr()
                       for k in range(last)]
        self.back = [b.T.tocsr() for b in self.couple]
        self.inv = [None] * (last + 1)
        for k in range(last, -1, -1):
            s = self.h[e[k]:e[k + 1], e[k]:e[k + 1]].toarray()
            s -= MIDGAP * np.eye(len(s))
            if k < last:
                left = self.couple[k] @ self.inv[k + 1]
                s -= self.couple[k] @ np.ascontiguousarray(left.T)
            s = 0.5 * (s + s.T)
            if k:
                self.inv[k] = np.linalg.inv(s)
            else:
                self.core = s

    def solve(self, rhs, shift):
        e, last = self.edges, len(self.inv) - 1
        rhs = np.asarray(rhs).ravel()
        parts = [None] * (last + 1)
        z = rhs[e[last]:e[last + 1]]
        for k in range(last, 0, -1):
            parts[k] = self.inv[k] @ z
            z = rhs[e[k - 1]:e[k]] - self.couple[k - 1] @ parts[k]
        parts[0] = np.linalg.solve(self.core + shift * np.eye(2), z)
        for k in range(1, last + 1):
            parts[k] = parts[k] - self.inv[k] @ (
                self.back[k - 1] @ parts[k - 1])
        return np.concatenate(parts)

    def negative_count(self, shift):
        return (np.linalg.eigvalsh(self.core + shift * np.eye(2)) < 0).sum()

    def level(self, shift):
        """Energy from the conduction edge, donor population, state."""
        h = (self.h + diags(donor_diagonal(self.size, shift))).tocsr()
        op = LinearOperator(h.shape, matvec=lambda x: self.solve(x, shift),
                            dtype=float)
        v0 = np.random.default_rng(1).normal(size=self.size)
        w, v = eigsh(h, k=1, sigma=MIDGAP, OPinv=op, ncv=20, v0=v0,
                     tol=1e-12)
        c = v[:, 0] / np.linalg.norm(v[:, 0])
        energy = c @ (h @ c)
        assert np.linalg.norm(h @ c - energy * c) < 1e-6
        assert E_V < energy < E_C
        crossed = self.negative_count(shift) > self.negative_count(0.0)
        assert crossed == (energy < MIDGAP)
        return energy - E_C, (c[:2] ** 2).sum(), c


def newton(donor, shift):
    history = []
    for _ in range(25):
        energy, pop, state = donor.level(shift)
        history.append((shift, energy, pop))
        if abs(energy - TARGET) < 1e-9:
            return shift, pop, state, history
        shift += np.clip((TARGET - energy) / pop, -STEP_CAP, STEP_CAP)
    raise RuntimeError("Newton iteration did not converge")


# Bulk reference and quality of the host model
E_V = bulk_bands([0, 0, 0])[3]
valley = minimize_scalar(lambda k: bulk_bands([k, 0, 0])[4],
                         bounds=(0.6, 1.0), method='bounded',
                         options={'xatol': 1e-9})
K0, E_C = valley.x, valley.fun
MIDGAP = 0.5 * (E_V + E_C)
dk = 0.01
unit = const.hbar ** 2 * (2 * np.pi / (LATTICE * 1e-9)) ** 2 \
    / const.m_e / const.e
mass_l = unit * dk ** 2 / (bulk_bands([K0 + dk, 0, 0])[4]
                           + bulk_bands([K0 - dk, 0, 0])[4] - 2 * E_C)
mass_t = unit * dk ** 2 / (2 * (bulk_bands([K0, dk, 0])[4] - E_C))
assert 1.0 < E_C - E_V < 1.3 and 0.75 < K0 < 0.92
assert 0.7 < mass_l < 1.1 and 0.15 < mass_t < 0.27

# Unreduced small cell, all ten donor orbitals shifted, against the A1 block
n_small, u_small = 2, -3.7
sites = cell_sites(n_small)
side = 4 * n_small
index = {tuple(x): i for i, x in enumerate(sites)}
pot = coulomb_on_sites(np.minimum(sites, side - sites))
full = np.zeros((10 * len(sites), 10 * len(sites)))
for i, x in enumerate(sites):
    si = slice(10 * i, 10 * i + 10)
    shift = u_small if not x.any() else pot[i]
    full[si, si] = np.diag(ONSITE + shift)
    if x[0] % 2 == 0:
        for bond, hop in zip(BONDS, HOP):
            j = index[tuple((x + bond) % side)]
            sj = slice(10 * j, 10 * j + 10)
            full[si, sj] += hop
            full[sj, si] += hop.T
w_full, v_full = np.linalg.eigh(full)
host, coul, _ = reduced_crystal(n_small)
small = host.toarray() + np.diag(coul + donor_diagonal(len(coul), u_small))
w_red, v_red = np.linalg.eigh(small)
assert max(abs(w_full - w).min() for w in w_red) < 1e-8
pick = np.argmax((v_red[:2] ** 2).sum(0))
same = abs(w_full - w_red[pick]) < 1e-7
d0 = 10 * index[(0, 0, 0)]
weight_full = (v_full[[d0, d0 + 9]][:, same] ** 2).sum()
assert abs(weight_full - (v_red[:2, pick] ** 2).sum()) < 1e-7

# Newton fit in the main cell, from a shallow and from a deep start
N_MAIN = 12
main = Donor(N_MAIN)
v_near = main.coul[main.edges[1]]
u_fit, p_fit, state, history = newton(main, v_near)
u_again, _, _, history2 = newton(main, u_fit - 1.0)
assert abs(u_again - u_fit) < 1e-6

# Derivative, curvature and error law in the main cell
h = 0.05
e_up, p_up, _ = main.level(u_fit + h)
e_dn, p_dn, _ = main.level(u_fit - h)
slope = (e_up - e_dn) / (2 * h)
curvature = (p_up - p_dn) / (2 * h)
assert abs(slope - p_fit) < 2e-3 * p_fit
err_up = h - (e_up - TARGET) / p_up
err_dn = -h - (e_dn - TARGET) / p_dn
err_mean = 0.5 * (err_up + err_dn)
err_law = curvature * h ** 2 / (2 * p_fit)
assert abs(err_mean - err_law) < 0.02 * abs(err_law) + 1e-5

# Dense diagonalization in a smaller cell: all derivatives independently
N_DENSE = 6
host, coul, edges = reduced_crystal(N_DENSE)
host = host.toarray()
near = slice(edges[1], edges[2])


def dense_level(shift=u_fit, eps=EPS_R, bond_scale=1.0):
    m = host + np.diag(coul * EPS_R / eps + donor_diagonal(len(coul), shift))
    m[:2, near] *= bond_scale
    m[near, :2] *= bond_scale
    w, v = eigh(m)
    i = np.argmin(abs(w - MIDGAP))
    return w[i], (v[:2, i] ** 2).sum(), w, v, i


e6, p6, w, v, i = dense_level()
c = v[:, i]
others = np.arange(len(w)) != i
terms = 2 * (c[:2] @ v[:2, others]) ** 2 / (e6 - w[others])
lower_part, upper_part = terms[terms > 0].sum(), terms[terms < 0].sum()
t = 1e-3
plus, minus = dense_level(u_fit + t), dense_level(u_fit - t)
assert abs((plus[0] - minus[0]) / (2 * t) - p6) < 1e-5 * p6
assert abs((plus[1] - minus[1]) / (2 * t) - terms.sum()) < 1e-6
fd_eps = (dense_level(eps=EPS_R + t)[0] - dense_level(eps=EPS_R - t)[0]) \
    / (2 * t)
assert abs(fd_eps + c @ (coul * c) / EPS_R) < 1e-6
fd_bond = (dense_level(bond_scale=1 + t)[0]
           - dense_level(bond_scale=1 - t)[0]) / (2 * t)
assert abs(fd_bond - 2 * c[:2] @ host[:2, near] @ c[near]) < 1e-4
e_elim, p_elim, _ = Donor(N_DENSE).level(u_fit)
assert abs(e_elim + E_C - e6) < 1e-8 and abs(p_elim - p6) < 1e-6

# Cell size and neglected effects
sizes = [(n,) + Donor(n).level(u_fit)[:2] for n in (8, 10, 14)]
size_error = sizes[-1][1] - TARGET
assert abs(size_error) < 5e-3
near_main = slice(main.edges[1], main.edges[2])
p_near = (state[near_main] ** 2).sum()
de_eps = -0.2 * (state @ (main.coul * state)) / EPS_R
bond_energy = 2 * state[:2] @ (main.couple[0] @ state[near_main])
de_bond = 0.05 * bond_energy
NEAR_FACTOR = 1.5
u_near, p_refit, _, _ = newton(Donor(N_MAIN, NEAR_FACTOR), u_fit)
first_order = -(NEAR_FACTOR - 1) * v_near * p_near / p_fit
kt = const.k * 300 / const.e

print(f"lattice constant {LATTICE} nm, dielectric constant {EPS_R}")
print(f"core charge +{CORE_CHARGE}, target level {TARGET} eV (rough)")
print(f"bulk gap {E_C - E_V:.4f} eV")
print(f"valley position {K0:.4f} x 2pi/a")
print(f"masses: longitudinal {mass_l:.3f}, transverse {mass_t:.3f} m_e")
print(f"main cell: {N_MAIN} lattice constants, {N_MAIN*LATTICE:.3f} nm")
print(f"atoms {8*N_MAIN**3}, orbitals {80*N_MAIN**3}, A1 size {main.size}")
print(f"potential at nearest neighbours {v_near:.4f} eV")
print(f"step cap {STEP_CAP} eV")
print(f"uncapped first step {(TARGET-history[0][1])/history[0][2]:.3f} eV")
print("Newton, shallow start: U (eV), E (eV), population")
for u, en, pop in history:
    print(f"  {u:.7f}  {en:.9f}  {pop:.7f}")
print("Newton, deep start: U (eV), E (eV), population")
for u, en, pop in history2:
    print(f"  {u:.7f}  {en:.9f}  {pop:.7f}")
print(f"fitted shift U* {u_fit:.6f} eV, population {p_fit:.6f}")
print(f"finite-difference dE/dU {slope:.6f} (step {h} eV)")
print(f"curvature dp/dU {curvature:.6f} 1/eV")
print(f"mean Newton error from +-{h} eV: {err_mean:.4e} eV")
print(f"quadratic law for that error: {err_law:.4e} eV")
print(f"dense cell of {N_DENSE} lattice constants, at U*:")
print(f"  curvature from lower states {lower_part:.5f} 1/eV")
print(f"  curvature from upper states {upper_part:.5f} 1/eV")
print("cell size (lattice constants), E (eV), population at U*:")
for n, en, pop in sizes:
    print(f"  {n}  {en:.6f}  {pop:.6f}")
print(f"size error of U* (first order) {-size_error/p_fit:.5f} eV")
print(f"target off by 0.005 eV: U* moves {0.005/p_fit:.4f} eV")
print(f"dielectric constant +0.2: E moves {de_eps:.5f} eV")
print(f"  compensating change of U {-de_eps/p_fit:.4f} eV")
print(f"population of four neighbours {p_near:.5f}")
print(f"neighbour potential x {NEAR_FACTOR}: refitted U* {u_near:.5f} eV")
print(f"  shift of U*: refit {u_near-u_fit:.4f}, linear {first_order:.4f} eV")
print(f"  population after refit {p_refit:.5f}")
print(f"donor-neighbour hopping +5%: E moves {de_bond:.5f} eV")
print(f"  compensating change of U (linear) {-de_bond/p_fit:.4f} eV")
print(f"thermal energy at 300 K {kt:.5f} eV")
print(f"Boltzmann factor of binding at 300 K {np.exp(TARGET/kt):.2e}")
print("all good")
```

Output:

```
lattice constant 0.5431 nm, dielectric constant 11.7
core charge +2, target level -0.59 eV (rough)
bulk gap 1.1469 eV
valley position 0.8133 x 2pi/a
masses: longitudinal 0.891, transverse 0.201 m_e
main cell: 12 lattice constants, 6.517 nm
atoms 13824, orbitals 138240, A1 size 6356
potential at nearest neighbours -1.0467 eV
step cap 1.5 eV
uncapped first step -59.854 eV
Newton, shallow start: U (eV), E (eV), population
  -1.0466838  -0.137179456  0.0075654
  -2.5466838  -0.156770565  0.0219077
  -4.0466838  -0.226317812  0.0842863
  -5.5466838  -0.441006662  0.2015436
  -6.2859449  -0.607819900  0.2477901
  -6.2140296  -0.590142969  0.2437971
  -6.2134431  -0.590000010  0.2437642
  -6.2134431  -0.590000000  0.2437642
Newton, deep start: U (eV), E (eV), population
  -7.2134431  -0.858864369  0.2912204
  -6.2902099  -0.608877234  0.2480238
  -6.2140993  -0.590159974  0.2438011
  -6.2134432  -0.590000012  0.2437642
  -6.2134431  -0.590000000  0.2437642
fitted shift U* -6.213443 eV, population 0.243764
finite-difference dE/dU 0.243756 (step 0.05 eV)
curvature dp/dU -0.056249 1/eV
mean Newton error from +-0.05 eV: -2.8855e-04 eV
quadratic law for that error: -2.8844e-04 eV
dense cell of 6 lattice constants, at U*:
  curvature from lower states 0.01296 1/eV
  curvature from upper states -0.07673 1/eV
cell size (lattice constants), E (eV), population at U*:
  8  -0.590704  0.242751
  10  -0.590085  0.243613
  14  -0.589988  0.243791
size error of U* (first order) -0.00005 eV
target off by 0.005 eV: U* moves 0.0205 eV
dielectric constant +0.2: E moves 0.00922 eV
  compensating change of U -0.0378 eV
population of four neighbours 0.34345
neighbour potential x 1.5: refitted U* -5.45488 eV
  shift of U*: refit 0.7586, linear 0.7374 eV
  population after refit 0.22875
donor-neighbour hopping +5%: E moves -0.04115 eV
  compensating change of U (linear) 0.1688 eV
thermal energy at 300 K 0.02585 eV
Boltzmann factor of binding at 300 K 1.23e-10
all good
```
